# Line Resistance of a Copper Trench with an Insulating Barrier

## Problem

A trench of rectangular cross-section is etched into an insulator. It is \(w=20\) nm wide and \(h=40\) nm deep, and is to carry current along its length \(L\). Two lines are compared. In the bare line, copper fills the whole trench. In the lined line, a barrier of thickness \(t=2\) nm first covers both sidewalls and the bottom, and copper fills the rest. There is no barrier on top. The etched trench and the length \(L\) are the same in both cases.

In parts (a) to (c) the barrier carries no current and the copper has the same resistivity \(\rho_0=1.7\) µΩ cm in both lines, a rough room-temperature bulk value.

(a) Show from current conservation how the resistance of a long uniform line depends on its cross-section.

(b) Find the factor by which the barrier raises the resistance. How much comes from the sidewalls and how much from the bottom? What does an error of 0.5 nm in the barrier thickness do?

(c) Find the resistance per length of both lines.

(d) Let the barrier conduct, with resistivity \(\rho_b=250\) µΩ cm, a rough value for a conducting nitride. How much does the factor change?

(e) Now drop the assumption of unchanged copper resistivity. Let the electron mean free path in bulk copper be \(\lambda=39\) nm, and let every copper surface scatter electrons into random directions, with a probability per solid angle proportional to the cosine of the angle to the surface normal. Let grain boundaries cross the line as planes, one per copper width, each with a resistance times area of \(r=30\) µΩ cm nm. These are again rough values. Estimate the resistance factor.

## Solution

### (a) Resistance and cross-section

Let \(z\) run along the line, with one end at potential \(V_0\) and the other at zero. The conductivity \(\sigma(x,y)\) may vary over the cross-section but not along \(z\). In steady state no charge accumulates, so the current density \(\mathbf j=-\sigma\nabla V\) obeys

\[
\nabla\cdot(\sigma\nabla V)=0 .
\]

Try the potential \(V=V_0(1-z/L)\). Its gradient has only a \(z\) component, \(-V_0/L\), so

\[
\nabla\cdot(\sigma\nabla V)=\frac{\partial}{\partial z}\left(-\sigma(x,y)\frac{V_0}{L}\right)=0 ,
\]

because nothing in the bracket depends on \(z\). No current crosses the insulating sides, since the current runs parallel to them, and both end potentials are correct.

This is the only solution for the current. If there were two, their difference \(u\) would vanish at both ends and carry no current through the sides. Multiplying its equation by \(u\) and integrating by parts over the conductor would give

\[
\int\sigma|\nabla u|^2\,dV=\oint u\,\sigma\nabla u\cdot d\mathbf S=0 ,
\]

so \(\nabla u=0\) wherever \(\sigma>0\).

The total current is therefore

\[
I=\frac{V_0}{L}\int\sigma(x,y)\,dx\,dy .
\]

For a single conductor of area \(A\) and resistivity \(\rho=1/\sigma\), the integral is \(A/\rho\), and

\[
R=\frac{V_0}{I}=\frac{\rho L}{A}. \tag{1}
\]

The shape of the cross-section does not matter here, only its conducting area. The derivation assumes a cross-section that stays the same along the line and contacts that hold each end at one potential.

### (b) The resistance factor

The bare line has the area

\[
A_0=wh=20\times40=800\ \text{nm}^2 .
\]

The barrier takes a thickness \(t\) from each of two sidewalls, so the copper width is \(w-2t=16\) nm. It takes \(t\) from the depth once, because the top is not covered, so the copper height is \(h-t=38\) nm. Hence

\[
A_{\rm Cu}=(w-2t)(h-t)=16\times38=608\ \text{nm}^2 .
\]

The barrier area can be counted separately. Two sidewall strips of full depth occupy \(2th=160\) nm², and the bottom strip between them occupies \(t(w-2t)=32\) nm². Each bottom corner has then been counted once. The sum is \(A_b=192\) nm², and \(608+192=800\) nm², as it must be. The copper has lost 24% of its area.

With \(\rho\) and \(L\) held fixed, equation (1) gives

\[
\frac{R_{\rm lined}}{R_{\rm bare}}=\frac{A_0}{A_{\rm Cu}}
=\frac{w}{w-2t}\,\frac{h}{h-t}. \tag{2}
\]

The numbers are

\[
\frac{20}{16}\times\frac{40}{38}=1.2500\times1.0526=1.316 .
\]

**The barrier raises the resistance by a factor of 1.32.** A rise of 32% follows from an area loss of 24% because the resistance depends on the inverse of the remaining area: \(1/0.76=1.316\).

A numerical solution of current conservation, with this trench divided into cubes of 1 nm and no current allowed in the barrier, gives the same ratio, 1.3158.

The sidewalls alone would raise the resistance by 25%, the bottom alone by about 5%. There are two sidewalls, and each takes its 2 nm from the shorter dimension. If one sidewall were forgotten, the copper width would come out as 18 nm and the factor as 1.17, roughly half the true increase.

Three limits show how equation (2) behaves.

- For a thin barrier, \(t\ll w/2\) and \(t\ll h\), each factor can be expanded with \(1/(1-x)\approx1+x\). To first order in \(t\),

\[
\frac{R_{\rm lined}}{R_{\rm bare}}\approx1+\frac{2t}{w}+\frac{t}{h}.
\]

For this trench the estimate is \(1+0.20+0.05=1.25\). It falls short of 1.316, so 2 nm is not thin enough here for the first-order formula to be accurate.

- For a very deep trench, \(h\gg t\), the bottom factor tends to one and \(w/(w-2t)\) remains.

- As \(t\) approaches \(w/2\), with \(h>w/2\), the two sidewall layers meet. No copper is left and the factor diverges.

Equation (2) contains only the ratios \(t/w\) and \(t/h\). Halving both trench dimensions at fixed barrier thickness therefore has the same effect on the factor as doubling the barrier thickness in the original trench. A barrier that cannot be thinned becomes more costly as the trench shrinks.

For the thickness error, take the logarithm of equation (2) and differentiate at fixed \(w\) and \(h\):

\[
\frac{d}{dt}\ln\frac{R_{\rm lined}}{R_{\rm bare}}
=\frac{2}{w-2t}+\frac{1}{h-t}
=\frac{2}{16}+\frac1{38}\approx0.15\ \text{nm}^{-1}.
\]

At fixed copper resistivity, an error of 0.5 nm thus changes the lined resistance by about 7.6% to first order, or by +8% and −7% exactly. Direct use of equation (2) gives a factor of 1.22 for 1.5 nm and 1.42 for 2.5 nm. The upward change is slightly larger than the downward one, because the remaining area is in the denominator.

### (c) Resistance per length

In SI units, \(\rho_0=1.7\times10^{-8}\) Ω m and \(A_0=800\times10^{-18}\) m². Therefore

\[
\frac{R_{\rm bare}}{L}=\frac{1.7\times10^{-8}}{800\times10^{-18}}\ \frac{\Omega}{\text{m}}
=2.125\times10^{7}\ \frac{\Omega}{\text{m}}
=21.25\ \frac{\Omega}{\text{µm}} .
\]

Replacing 800 by 608 gives 27.96 Ω/µm for the lined line. With a rough resistivity, these are best read as 21 and 28 Ω/µm. Their ratio does not depend on the value of \(\rho_0\), provided it is the same in both lines.

If the two lines carry the same current \(I\), the mean current density in the copper, \(I/A\), and the heat produced per length, \(I^2R/L\), both rise by the factor 1.32. If instead the voltage is held fixed, the current falls by this factor and the current density in the copper is unchanged, since \(j=V_0/(\rho_0L)\).

### (d) A barrier that conducts

The current formula of part (a) already allows two materials side by side. With both in contact with the end electrodes,

\[
\int\sigma\,dx\,dy=\frac{A_{\rm Cu}}{\rho_0}+\frac{A_b}{\rho_b}.
\]

The bare line has \(A_0/\rho_0\) instead. Dividing the two and multiplying numerator and denominator by \(\rho_0\) gives

\[
\frac{R_{\rm lined}}{R_{\rm bare}}
=\frac{A_0}{A_{\rm Cu}+A_b\,\rho_0/\rho_b}
=\frac{800}{608+192\times1.7/250}=1.313 . \tag{3}
\]

The barrier acts like 1.3 nm² of additional copper. The factor drops from 1.316 to 1.313, which is negligible beside the effect of a thickness error. Equation (3) has the right limits: it returns equation (2) for \(\rho_b\to\infty\), and it gives one for \(\rho_b=\rho_0\), when the barrier conducts as well as copper.

### (e) Copper resistivity in a narrow line

The mean free path of 39 nm exceeds the copper width in both lines. Electrons often reach a wall before they would have collided in the bulk, so the bulk resistivity cannot be expected to hold.

**Surfaces.** Use a model of free electrons at the Fermi energy, in which each collision, in the bulk or at a wall, erases the memory of an electron's earlier direction. After a bulk collision all directions are equally likely. At a wall, the states leading away from it are equally occupied in all directions. Electrons in states nearly parallel to the wall leave it at a lower rate, which gives the cosine law stated in the problem. Let the field exert a force \(F\) on the electrons along \(+z\), and let \(\mu\) be the cosine of the angle between an electron's velocity and \(z\). Over a path \(s\) since its last collision, the electron moves \(\mu s\) along the force and gains the energy \(F\mu s\).

Between collisions, the occupation of a state is carried along the path unchanged. An electron now at energy \(\varepsilon\) started at \(\varepsilon-F\mu s\), where the occupation was the equilibrium one, \(f_0\). To first order in \(F\), and with \(\bar s\) the mean path since the last collision, the occupation is

\[
f\approx f_0(\varepsilon)-F\mu\bar s\,\frac{df_0}{d\varepsilon}.
\]

Since \(df_0/d\varepsilon\) is negative, states moving along the force are occupied more, as expected. The flow along \(z\) carries another factor \(\mu\) from the velocity, so each direction contributes in proportion to \(\mu^2\bar s\).

In the bulk, \(\bar s=\lambda\), and the average of \(\mu^2\) over all directions is \(1/3\). The conductivity of the line relative to the bulk is therefore

\[
\frac{\sigma}{\sigma_0}=\frac{\langle\mu^2\bar s\rangle}{\lambda/3}
=3\left\langle\mu^2\frac{\bar s}{\lambda}\right\rangle ,
\]

where the average runs over directions and over positions in the cross-section.

Let \(d\) be the distance back along the path to the wall. The path since the last collision exceeds \(s\) with probability \(e^{-s/\lambda}\) as long as \(s<d\), and it cannot exceed \(d\). The mean of a positive quantity is the integral of the probability of exceeding each value, so

\[
\bar s=\int_0^d e^{-s/\lambda}\,ds=\lambda\left(1-e^{-d/\lambda}\right),
\qquad
\frac{\sigma}{\sigma_0}=3\left\langle\mu^2\left(1-e^{-d/\lambda}\right)\right\rangle . \tag{4}
\]

When nearly all paths back to a wall are much longer than \(\lambda\), the exponential drops out and the bulk value returns.

Numerical averaging of equation (4) gives a resistivity of \(2.376\,\rho_0\) for the 20 nm by 40 nm section and \(2.625\,\rho_0\) for the 16 nm by 38 nm section. A simulation that draws random positions, directions and free paths, and cuts each path at the wall, gives 2.377 and 2.627. The lined value must be the larger one: if each point of the larger section is mapped to the corresponding point of the smaller one, its distance to the wall shrinks in every direction except along the line itself.

**Grain boundaries.** Planes across the line, a distance \(D\) apart, number \(L/D\). Each adds a resistance \(r/A\) in series, so

\[
R=\frac{\rho L}{A}+\frac{L}{D}\frac{r}{A}=\left(\rho+\frac rD\right)\frac LA .
\]

With \(D\) equal to the copper width, the added resistivity is \(30/20=1.500\) µΩ cm in the bare line and \(30/16=1.875\) µΩ cm in the lined one.

**Both together.** Adding the two effects is an approximation, because it ignores how boundaries alter the electron paths between the walls. It gives

\[
\rho_{\rm bare}\approx1.7\times2.376+1.500=5.54\ \text{µΩ cm},
\]
\[
\rho_{\rm lined}\approx1.7\times2.625+1.875=6.34\ \text{µΩ cm}.
\]

The resistivity is now higher by a factor of 1.144 in the lined line, and

\[
\frac{R_{\rm lined}}{R_{\rm bare}}
=\frac{A_0}{A_{\rm Cu}}\,\frac{\rho_{\rm lined}}{\rho_{\rm bare}}
\approx1.316\times1.144\approx1.51 .
\]

The estimated resistances per length are about 69 and 104 Ω/µm. Surfaces and grain boundaries contribute similar shares of the resistivity rise caused by the lining, \(1.7\times(2.625-2.376)\approx0.42\) and \(1.875-1.500\approx0.38\) µΩ cm. If the barrier also conducts as in part (d), the factor becomes 1.49. The barrier's share of the current rises from about 0.2% to about 0.8%, because the copper beside it conducts less well.

The rule for the grain size affects this answer. If the boundaries were 20 nm apart in both lines, the same approximate sum would give a lined resistivity of \(1.7\times2.625+1.500\approx5.96\) µΩ cm and a factor of about \(1.316\times5.96/5.54\approx1.42\).

### The model beside a real interconnect

A copper line some 20 nm wide with a barrier of a few nanometres is in the range of advanced chip wiring. The assumption that such a line breaks most clearly is the unchanged bulk resistivity. In the estimate above, dropping it moves the factor from 1.32 to about 1.5, and more than triples the resistance per length of either line. The perfectly random wall scattering and the boundary resistance are model choices, so the second digit of 1.5 is uncertain even when the walls scatter alike in both lines. They need not: copper meets the insulator in one line and the barrier in the other. If half of the wall hits were mirror-like in one line and none in the other, the same sum would give about 2.0 when the bare line has the smoother walls and about 1.1 when the lined line has them. Real trenches may also have sloping walls, uneven barriers or an extra liner between barrier and copper, none of which is included here. The factor 1.32 is thus the geometric cost of the barrier at fixed copper resistivity, and not a forecast of the measured resistance ratio. The values used here are collected in the numerical output.

## Computed results

```
trench width: 20 nm, depth: 40 nm
barrier thickness: 2 nm
copper width: 16 nm, copper height: 38 nm
full trench area: 800 nm^2
copper area with barrier: 608 nm^2
barrier area: 192 nm^2
copper area lost: 24.0 percent
sidewall factor: 1.2500
bottom factor: 1.0526
resistance ratio, formula: 1.3158
resistance ratio, solved network: 1.3158
wrong ratio if one sidewall is forgotten: 1.1696
bulk copper resistivity (rough): 1.7 microohm cm
bare line, bulk rho: 21.25 ohm/um
lined line, bulk rho: 27.96 ohm/um
ratio for barrier 1.5 nm: 1.222
ratio for barrier 2.5 nm: 1.422
barrier resistivity (rough): 250 microohm cm
ratio with conducting barrier, bulk rho: 1.3130
mean free path (rough): 39 nm
surface factor, bare: 2.376 (simulated 2.377)
surface factor, lined: 2.625 (simulated 2.627)
boundary resistance*area (rough): 30 microohm cm nm
grain term, bare: 1.500 microohm cm
grain term, lined: 1.875 microohm cm
estimated resistivity, bare: 5.54 microohm cm
estimated resistivity, lined: 6.34 microohm cm
resistivity rise due to lining: 1.144 times
ratio with surface and grain effects: 1.506
same, with conducting barrier: 1.494
bare line, estimated: 69.2 ohm/um
lined line, estimated: 104.2 ohm/um
```
